\section*{Projecting the Kane Model of a HgTe/CdTe Well onto BHZ Parameters, part 1}

(Sections cited here and not found follow in the second part.)

\section{The subbands at zero in-plane wave vector and the critical thickness}

\subsection{The decision that depends on the result}

A transport calculation for a HgTe quantum well can replace the well by the Bernevig--Hughes--Zhang (BHZ) Hamiltonian. Its user must choose a thickness $d$ and enter five parameters $A,B,C,D,M$. The sign of $M$ decides whether a boundary with a thinner, normally ordered region carries a pair of counter-propagating modes. The thickness must therefore lie on the intended side of the critical value $d_c$, by more than the uncertainty of $d_c$ itself. Both $d_c$ and the parameters follow from the Kane model.

The well is grown along $z\parallel[001]$, is symmetric about $z=0$, and has thick CdTe barriers. At first there is no strain, electric field or bulk inversion asymmetry. Energies are in eV or meV, lengths in nm, and the energy zero is the $\Gamma_8$ edge of HgTe.

\subsection{The Kane Hamiltonian}

Write the wave function as $\sum_n F_n(\mathbf r)u_n(\mathbf r)$, with slowly varying envelopes $F_n$ and the band-edge functions $s,X,Y,Z$, each with spin up or down. With $\mathbf k=-i\nabla$ acting on the envelopes, the kinetic energy gives $a k^2$, $a=\hbar^2/2m_0$, and the coupling $(\hbar/m_0)\,\mathbf k\cdot\mathbf p$. Rotations by $\pi$ about the cubic axes leave $\langle s|p_i|X_j\rangle$ nonzero for $i=j$ alone. Real band-edge functions make it imaginary, so
\begin{equation}
\langle s|H|X_i\rangle=iPk_i,\qquad \langle X_i|H|s\rangle=-iPk_i,\qquad P^2=aE_P .
\end{equation}
The real number $P$ is taken equal in both materials.

A remote band $r$ has a small envelope $F_r\simeq (E-E_r)^{-1}(\hbar/m_0)\sum_{j\beta}\langle r|p_\beta|j\rangle k_\beta F_j$. Inserted in the equation for band $i$, it gives terms $k_\alpha G_{ij}^{\alpha\beta}k_\beta$, with the coefficient between the two derivatives. The same rotations require each Cartesian label to occur an even number of times in $(i,j,\alpha,\beta)$. For $i\neq j$ this leaves
\begin{align}
H_{ii}&=E_v-\tfrac{\Delta}{3}+k_iLk_i+\sum_{j\ne i}k_jTk_j,\\
H_{ij}&=k_iN_+k_j+k_jN_-k_i .
\end{align}
The Luttinger parameters are defined by
\begin{align}
L&=-a(\gamma_1+4\gamma_2),\qquad T=-a(\gamma_1-2\gamma_2),\\
N_\pm&=-a\,[3\gamma_3\pm(3\kappa+1)].
\end{align}
The $s$ band has $E_c+\mathbf k\cdot c_s\mathbf k$ with $c_s=af_s$. Quadratic terms between $s$ and $p$ functions express bulk inversion asymmetry and are dropped.

Spin--orbit coupling adds $(\Delta/3)\,\boldsymbol\ell\cdot\boldsymbol\sigma$. Since $\boldsymbol\ell\cdot\boldsymbol\sigma=j(j+1)-2-\tfrac34$, it equals $1$ for $j=\tfrac32$ and $-2$ for $j=\tfrac12$. The edges are then $E_v$ for $\Gamma_8$ and $E_v-\Delta$ for $\Gamma_7$. The six-band model keeps $\Gamma_6$ and $\Gamma_8$. Starting from the state with $j_z=\tfrac32$ and lowering $j_z$ once gives
\begin{align}
|\mathrm{HH}+\rangle&=-\tfrac1{\sqrt2}(X+iY)\uparrow,\\
|\mathrm{LH}+\rangle&=\tfrac1{\sqrt6}\,[\,2Z\uparrow-(X+iY)\downarrow\,].
\end{align}
Their partners are $|\mathrm{LH}-\rangle=[2Z\downarrow+(X-iY)\uparrow]/\sqrt6$ and $|\mathrm{HH}-\rangle=(X-iY)\downarrow/\sqrt2$.

\subsection{Separation at $k_x=k_y=0$}

With $k_z$ alone, $H_{XX}$ and $H_{YY}$ contain $k_zTk_z$, $H_{ZZ}$ contains $k_zLk_z$, and the off-diagonal $p$ elements vanish. The heavy hole therefore has the coefficient $T=-c_h$. The light hole has
\begin{equation}
\tfrac46L+\tfrac26T=-\tfrac a3\,[2(\gamma_1+4\gamma_2)+(\gamma_1-2\gamma_2)]=-a(\gamma_1+2\gamma_2).
\end{equation}
Define $c_h=a(\gamma_1-2\gamma_2)$, $c_l=a(\gamma_1+2\gamma_2)$ and $p_z=\sqrt{2/3}\,P$. The element between $s\uparrow$ and LH$+$ is $(2/\sqrt6)\,iPk_z=p_z\partial_z$, and its adjoint is $-p_z\partial_z$. With envelopes $s,g,h$ for $\Gamma_6$, light hole and heavy hole,
\begin{align}
Eh&=E_vh+(c_hh')',\\
Es&=E_cs-(c_ss')'+p_zg',\label{seq}\\
Eg&=E_vg+(c_lg')'-p_zs'.\label{geq}
\end{align}
All coefficients are real, so the envelopes can be chosen real. They are continuous. Integration across an interface, with $p_z$ constant, shows that $c_hh'$, $c_ss'$ and $c_lg'$ are continuous too.

\subsection{The H1 level}

Let $w$ and $b$ mark well and barrier, and let $\gamma=\gamma_1-2\gamma_2$. The highest heavy-hole state is $h=\cos qz$ in the well and decays as $e^{-\kappa_bz}$ for $z>d/2$. The equation for $h$ gives
\begin{equation}
E=-a\gamma_wq^2,\qquad \kappa_b^2=\frac{E-E_{v,b}}{a\gamma_b}.
\end{equation}
Continuity of $h$ and $c_hh'$ gives $\gamma_wq\tan(qd/2)=\gamma_b\kappa_b$. Since $qd/2<\pi/2$, a thicker well has a smaller $q$, and H1 rises towards zero.

\subsection{The E1 level}

E1 has $s$ even and $g$ odd. For $s\propto e^{\lambda z}$, equation (\ref{seq}) gives
\begin{equation}
r(\lambda)\equiv\frac gs=\frac{E-E_c+c_s\lambda^2}{p_z\lambda}.
\end{equation}
Inserting this in (\ref{geq}) yields
\begin{equation}
(E_c-E-c_s\lambda^2)(E_v-E+c_l\lambda^2)+p_z^2\lambda^2=0. \label{char}
\end{equation}
This is quadratic in $\lambda^2$. The well has two values $\lambda_j$ and the barrier two decay constants $\mu_j$, with $\operatorname{Re}\mu_j>0$. Put $t_j=\tanh(\lambda_jd/2)$ and let $\alpha_j,\beta_j$ be the amplitudes at the interface. In the barrier $\lambda=-\mu_j$ and $r(-\mu)=-r(\mu)$, so continuity of $s$, $g$, $c_ss'$ and $c_lg'$ reads
\begin{align}
\sum_j\alpha_j&=\sum_j\beta_j,\\
\sum_jr_w(\lambda_j)t_j\alpha_j&=-\sum_jr_b(\mu_j)\beta_j,\\
c_{s,w}\sum_j\lambda_jt_j\alpha_j&=-c_{s,b}\sum_j\mu_j\beta_j,\\
c_{l,w}\sum_jr_w(\lambda_j)\lambda_j\alpha_j&=c_{l,b}\sum_jr_b(\mu_j)\mu_j\beta_j .
\end{align}
The level lies where the $4\times4$ determinant vanishes. Taking $E$ from the H1 condition leaves one equation for $d_c$.

\subsection{A closed estimate}

The scale of $d_c$ appears if the remote terms $c_s$ and $c_l$ are dropped and one asks when E1 reaches $E=0$. In the well $E_v=0$, so (\ref{geq}) gives $s'=0$. Equation (\ref{seq}) then gives $g=|E_{c,w}|\,sz/p_z$. In the barrier, decay with constant $\mu$ gives
\begin{equation}
E_{c,b}s=p_z\mu g,\qquad |E_{v,b}|g=p_z\mu s .
\end{equation}
Dividing one by the other gives $(g/s)^2=E_{c,b}/|E_{v,b}|$. The first-order equations still require continuous $s$ and $g$, so
\begin{equation}
d_0=\frac{2p_z}{|E_{c,w}|}\sqrt{\frac{E_{c,b}}{|E_{v,b}|}} .\label{d0}
\end{equation}
The inverted gap of HgTe stands in the denominator: a smaller inverted gap needs a thicker well.

\subsection{Numbers for HgTe/CdTe}

The parameters are rough typical low-temperature values. Digits beyond the second only fix the example and claim no accuracy. Here $a=0.0381$ eV nm$^2$ and $E_P=18.8$ eV, so $P=0.8463$ eV nm and $p_z=0.6910$ eV nm.

\begin{center}
\begin{tabular}{lcc}
 & HgTe & CdTe\\
$E_c$, $E_v$ (eV) & $-0.303$, $0$ & $1.036$, $-0.570$\\
$\Delta$ (eV), $f_s$ & $1.08$, $1.00$ & $0.91$, $0.82$\\
$\gamma_1,\gamma_2,\gamma_3$ & $4.10,\,0.50,\,1.30$ & $1.47,\,-0.28,\,0.03$\\
$\kappa$ & $-0.40$ & $-1.31$
\end{tabular}
\end{center}

Equation (\ref{d0}) gives $d_0=(1.382/0.303)\sqrt{1.036/0.570}=6.15$ nm. The full determinant, solved by root finding, gives
\begin{equation}
d_c=6.24\ \text{nm},\qquad E_{E1}=E_{H1}=-21.5\ \text{meV}.
\end{equation}
The H1 condition can be followed by hand. At $-21.47$ meV, $q=0.426$ nm$^{-1}$ and $\kappa_b=2.66$ nm$^{-1}$. The left side is $3.10\times0.426\times\tan1.331=5.40$, and the right side is $2.03\times2.66=5.40$.

The closeness of $d_0$ and $d_c$ comes from two opposing corrections. First, E1 must descend to $-21.5$ meV and not merely to zero. Without remote terms, $\lambda^2=0.2815\times0.02147/p_z^2$, so $\lambda=0.1125$ nm$^{-1}$, and the matching condition is
\begin{equation}
\frac{0.2815}{p_z\lambda}\tanh\frac{\lambda d}{2}=\sqrt{\frac{1.0575}{0.5485}},
\end{equation}
which gives $d=7.18$ nm. Secondly, the remote terms shift E1 to first order by $\int(c_ss'^2-c_lg'^2)\,dz$ for a normalized state. They bring the thickness for the same energy back to 6.24 nm. As E1 falls with thickness here, they lower E1, so the light-hole term prevails.

At the crossing, (\ref{char}) has the roots $0.12$ and $7.5$ nm$^{-1}$ in the well, and $1.05$ and $22$ nm$^{-1}$ in the barrier. The larger root of each pair describes decay within less than a lattice constant. That detail has no physical meaning in an envelope theory, and it is one reason not to trust the second decimal of $d_c$.

\subsection{How far the critical thickness moves}

Each change below is made alone in the six-band CdTe-barrier model, unless stated otherwise, and $d_c$ is recomputed by diagonalization.

\emph{Split-off band.} The state $[Z\uparrow+(X+iY)\downarrow]/\sqrt3$ has kinetic term $-k_za\gamma_1k_z$. It couples to $s\uparrow$ through $iPk_z/\sqrt3$ and to the light hole through $-2\sqrt2\,k_za\gamma_2k_z$. It lies below E1 and pushes it up, while H1 is untouched at $k=0$. The crossing moves to 6.68 nm.

\emph{Alloy barriers.} Linear mixing for Hg$_{0.3}$Cd$_{0.7}$Te gives $E_{c,b}=0.634$ eV and $E_{v,b}=-0.399$ eV. Equation (\ref{d0}) predicts a shift of $-0.40$ nm. The computed $d_c$ is 5.86 nm, a shift of $-0.39$ nm. With the split-off band as well, $d_c=6.18$ nm.

\emph{Strain.} HgTe stretched by $\varepsilon=0.3\%$ in the plane has $\varepsilon_{zz}=-2(C_{12}/C_{11})\varepsilon$, because the stress along $z$ vanishes. With the rough values $C_{12}/C_{11}=0.68$ and deformation potentials $-3.8$ eV ($s$ band) and $b=-1.5$ eV, the $s$ edge moves by $-3.8\times2\varepsilon(1-0.68)$ eV $=-7.3$ meV. The light and heavy holes move by $\pm|b|\varepsilon(1+2\times0.68)=\pm10.6$ meV. The common hydrostatic valence shift is neglected. The result is $d_c=6.65$ nm.

\emph{Temperature.} Raising the HgTe $s$ edge by a rough 0.5 meV/K up to 77 K gives $E_{c,w}=-0.2645$ eV and $d_c=7.13$ nm. Equation (\ref{d0}) accounts for the shift: $6.15\times0.303/0.2645=7.04$ nm, or about $+0.9$ nm, against the computed $+0.89$ nm.

A real well may have Hg-containing barriers and be strained by its substrate. Measured low-temperature crossings lie at roughly 6 to 7 nm, so the model result is of the right size. This rests partly on a cancellation: the omitted split-off band would raise $d_c$, and Hg-containing barriers would lower it. The tensile strain considered here also raises $d_c$, whereas compression would lower it. With CdTe barriers, the separate shifts from strain and the split-off band, 0.40 and 0.44 nm, add up to more than 0.8 nm and would put the crossing above 7 nm. Taken together, with the strain coupling between light hole and split-off band included, they give 7.17 nm. For design at low temperature, a thickness between about 5.8 and 7.2 nm therefore cannot be assigned to either side by the six-band model alone. This range is not a bound: alloy barriers with an in-plane compression of 0.3\% move the six-band crossing to about 5.5 nm. The 7.0 nm well used as an example below is inverted in the unstrained six-band model with the low-temperature parameters; this does not establish that a real well of that thickness is inverted. With the 77 K gap it lies only 0.13 nm below the computed crossing, too close to be assigned to either side. With $M$ equal to half the difference $E_{E1}-E_{H1}$, the slope near $d_c$ is $dM/dd=-13.2$ meV/nm, so one added layer of 0.32 nm changes $M$ by $-4.2$ meV.

\section{Projection at finite in-plane wave vector}

\subsection{Quantities carried over}

The well has thickness $d$ and its layers have the Kane parameters tabulated above. The envelopes at $k=0$ are $s$ (even) and $g$ (odd) for E1, and $h$ (even) for H1. They are real and normalized by
\begin{equation}
\int(s^2+g^2)\,dz=1,\qquad \int h^2\,dz=1 .
\end{equation}
E1$+$ contains $s\uparrow$ and LH$+$, with $j_z=\tfrac12$, and H1$+$ contains HH$+$, with $j_z=\tfrac32$. The constants are $a=\hbar^2/2m_0=0.0381$ eV nm$^2$, $P=0.8463$ eV nm and $N_\pm=-a[3\gamma_3\pm(3\kappa+1)]$. The levels cross at $d_c=6.24$ nm in the six-band model. From here on $k_x,k_y$ are numbers, $k_z=-i\partial_z$, $k_\pm=k_x\pm ik_y$ and $k^2=k_x^2+k_y^2$.

The six-band model places the crossing of E1 and H1 at $d_c=6.24$ nm, but the omitted split-off band, alloy barriers, strain and temperature each move it by several tenths of a nanometre or more. It remains to project the Hamiltonian onto these two subbands at finite in-plane wave vector, obtain the BHZ parameters, and find where the resulting model can be trusted.
